Why a wide M-O-C angle does not measure alkoxide pi bonding

Q: I use the metal-oxygen-carbon angle as a gauge of pi bonding in alkoxides. An oxygen near 120° looks like an sp² centre. Near 180° it looks like an sp centre, with two lone pairs ready to donate into empty metal orbitals. If one compound has an angle of 170° and another 140°, I take the first to have the stronger pi bond. What is wrong with that?

A: The first half describes how an angle can affect donation. The second half runs the argument backwards, and for that you need to know that nothing else sets the angle. Let θ be the M-O-C angle, with 180° for a linear unit, and hold the bond lengths fixed. Let E(θ) be the total energy. Now imagine the same molecule with the metal's pi-acceptor orbitals taken away, and call its energy E₀(θ). I define the pi energy by

P(θ) = E₀(θ) − E(θ).

With a variational method, and the lowest solution found in each case, taking orbitals away cannot lower the energy, so P is not negative. A larger P means more stabilization.

Q: Then a larger P should give a wider angle.

A: Look at what fixes the angle. At an equilibrium angle θₑ the slope of E vanishes. Since E = E₀ − P,

E₀′(θₑ) − P′(θₑ) = 0, so E₀′(θₑ) = P′(θₑ).

Let θ₀ be the equilibrium angle without the acceptors, and k₀ = E₀″(θ₀) the bending stiffness there. Near θ₀ the slope of E₀ is its stiffness times the displacement, because the slope at θ₀ itself is zero:

E₀′(θₑ) ≈ k₀(θₑ − θ₀).

Equating the two expressions gives

θₑ − θ₀ ≈ P′(θₑ)/k₀.

This holds to first order in the shift. The angle responds to the slope of the pi energy, divided by a stiffness. The size of P does not appear.

Q: A large energy usually comes with a large slope, though. Is there a reason why it should not here?

A: There is, for one of the two oxygen lone pairs. Put M-O along z and carbon in the xz plane. The lone pair in the oxygen p_y orbital points out of that plane. Let it face an empty metal p_y orbital lying Δ higher, with coupling β, and neglect their overlap in the normalization. With the oxygen level as zero, the energies ε obey

(0 − ε)(Δ − ε) − β² = 0, or ε² − Δε − β² = 0.

The lower root is ε = Δ/2 − √(Δ²/4 + β²). Two electrons occupy it, so the stabilization is

P_out = −2ε = 2√(Δ²/4 + β²) − Δ ≈ 2β²/Δ for β ≪ Δ.

The coupling of two parallel p_y orbitals depends on the M-O distance, not on where carbon sits in the xz plane. If Δ is also unaffected by bending, P_out is constant and its slope is zero. This pi bond may be strong and still exert no torque on the angle.

Q: My picture of the linear alkoxide relies on the other lone pair, the one in the plane.

A: That one does favour opening, and a hybrid-orbital model shows how. Let oxygen direct one hybrid at M and one at C, each with s fraction f. The two p directions make the angle θ, so orthogonality of the hybrids requires

f + (1 − f)cos θ = 0, so f = −cos θ/(1 − cos θ).

The two bonding hybrids use 2f of the single s orbital. The in-plane lone pair takes the remaining 1 − 2f, which leaves it a p fraction of

1 − (1 − 2f) = 2f = −2cos θ/(1 − cos θ).

By symmetry this p part lies along the bisector of the angle, at θ/2 to the M-O line. Only its component perpendicular to M-O can couple to a pi acceptor, and the squared weight of that component is sin²(θ/2) = (1 − cos θ)/2. The pi-active fraction of the lone pair is the product:

2f sin²(θ/2) = −cos θ.

It is 1 at 180°, one half at 120° and zero at 90°. The squared coupling scales with this fraction, so with Δ held fixed

P_in(θ) ≈ −P₁cos θ, P_in′(θ) ≈ P₁sin θ,

where P₁ is the in-plane pi energy of the linear unit. The slope is positive between 90° and 180°, so this donation opens the angle. Your picture contains a real effect. What remains is whether other effects can do the same.

Q: Ionic bonding is another possible explanation. How would you separate it from pi bonding in an actual molecule?

A: By removing orbitals in a calculation. Take one NaOCH₃ molecule with Na-O = 1.95 Å and O-C = 1.38 Å. I scanned the angle from 108° to 180° in steps of 12° with restricted Hartree-Fock theory and interpolated the energies. The basis was 6-31G* on the metal, 6-31+G* on oxygen and 6-31G on carbon and hydrogen. The C-H bonds were 1.09 Å, the H-C-O angles 110°, and none of these lengths or angles relaxed during the scan.

With all functions present, the minimum is at 180°. I then removed the sodium valence p and d functions that have pi symmetry about the Na-O line, in both planes, and solved the equations again. The minimum stays at 180°. The pi energy there is

P(180°) = 7.1 kJ/mol.

Q: The angle might be unchanged while the preference for it has become much weaker.

A: Then the cost of bending should fall. Going from 180° to 120° costs 26.4 kJ/mol with the acceptors and 25.9 kJ/mol without them. The difference,

26.4 − 25.9 = 0.5 kJ/mol,

is the pi energy lost on bending, about 2% of the cost in this basis. The share is larger close to linearity, where removing the acceptors lowers the curvature at 180° by about 15%. For the bend to 120°, the hybrid model has the same sign but a larger size. If 7.1 kJ/mol is split equally between two planes, the in-plane half is 3.55 kJ/mol, and bending to 120° loses half of that, about 1.8 kJ/mol. The model is only a guide to magnitude. It leaves out, for example, the polarization of sodium by its surroundings, which P also counts.

Q: Sodium still has valence s functions and p functions along the bond. That leaves covalent bonding of the sigma kind.

A: So I removed every sodium function beyond the 1s, 2s and 2p core. What remains is a closed-shell ion beside a methoxide ion that can polarize. The minimum is linear to within 0.1°, and bending to 120° costs 27.3 kJ/mol, slightly more than in the full calculation. In this monomer, then, the linear geometry needs no sodium valence orbital. The calculation does not divide the preference among Coulomb forces, closed-shell repulsion and polarization, so I call their sum the ionic contribution. The separation is not perfect, because diffuse functions on oxygen extend towards sodium. If they are left out as well, the unit still prefers 180°, but bending to 120° costs only about 13 kJ/mol. The preference for a linear unit is therefore better established than its size.

There is also a point of symmetry. When NaOCH₃ is linear it has a threefold axis. A small sideways displacement is a vector perpendicular to that axis, and no energy term linear in such a vector survives a threefold rotation. Each contribution therefore has zero slope at 180° by itself. The linear geometry tells you that the sum of the curvatures is not negative, which is an inequality and not a measurement of any one of them. Here the sum is about 49 kJ/mol per rad².

Q: That is a wide angle with little pi bonding. Can you show the reverse, a strong pi bond with a narrow angle?

A: H₂B-OCH₃ does it. Boron is not a metal, but in a planar H₂B-O-C unit it has one cleanly empty p orbital, out of the plane, which makes it a useful control. I used the same method and kinds of basis, with B-O = 1.34 Å, O-C = 1.42 Å, B-H = 1.19 Å and H-B-O angles of 120°. The scan ran from 96° to 156°. Removing the acceptors now means removing the boron valence functions that change sign across the molecular plane.

The equilibrium angle is 121.6° and the pi energy is 79.5 kJ/mol. That is eleven times the sodium value, although the sodium figure covers two planes and the boron figure one. Your gauge would have put these two compounds in the opposite order.

Q: What happens to the boron angle when that pi bond is removed?

A: It goes to 121.2°. The slope formula accounts for this. At the equilibrium angle P′ is 3.8 kJ/mol per rad, and the stiffness without the acceptors is 515 kJ/mol per rad², so

θₑ − θ₀ ≈ 3.8/515 = 0.0074 rad = 0.42°.

The difference between the two minima, found directly, is 0.43°. A pi energy of about 80 kJ/mol opens the angle by less than half a degree, because that energy hardly varies with angle. This is what the two-orbital model led us to expect of an out-of-plane bond.

Q: You removed only the out-of-plane acceptor. The in-plane donation, which you said does open the angle, is still there.

A: Yes, and that limits the claim. In H₂B-OCH₃ the in-plane p orbital of boron is used in the B-H bonds, so it cannot be deleted without breaking them. The result shows that a large pi energy need not open the angle. It does not show that all pi donation in this molecule is without effect. For sodium I could remove the acceptors in both planes, and the angle stayed at 180°.

Q: Neither of these is much like a precursor. What about aluminium?

A: Take H₂Al-OCH₃ with Al-O = 1.69 Å, O-C = 1.40 Å, Al-H = 1.58 Å and H-Al-O angles of 120°, scanned from 96° to 180°. Its angle is 139.4° and its out-of-plane pi energy is 31.5 kJ/mol. Removing the out-of-plane acceptors moves the angle to 141.1°. It becomes wider, by 1.7°, so in this basis the pi bond slightly closes the angle. The two-orbital model with constant β and Δ gives no shift at all. With larger basis sets on oxygen, carbon and hydrogen the shift shrinks to about 0.2°, so most of it comes from the small basis, and I draw no conclusion from its sign.

In-plane donation could still matter here. Suppose P₁ were as large as 31.5 kJ/mol. The model torque at 139.4° would be 31.5 × sin 139.4° ≈ 20 kJ/mol per rad. With the computed stiffness of 99.9 kJ/mol per rad², that means an opening of the order of ten degrees. This is an estimate on an assumed P₁, not a computed contribution, but it shows why pi bonding cannot be dismissed as a cause either.

Q: The aluminium stiffness is about a fifth of the boron one. Is that what is meant by a soft bending potential opening the angle?

A: The wording needs care. Multiply a bending curve by a factor smaller than one and its minimum stays where it was. Softness by itself supplies no direction. What it changes is the response to another torque. If a small opening torque τ acts on a molecule with stiffness k at its minimum, balance requires

kδ = τ, so δ = τ/k.

Ligand bulk is one source of such a torque. Let a repulsion U(r) act between M and C, with M-O = a and O-C = b. The cosine rule gives

r² = a² + b² − 2ab cos θ.

Differentiating both sides with respect to θ, 2r(dr/dθ) = 2ab sin θ, so dr/dθ = ab sin θ/r. The torque is minus the derivative of the energy:

τ = −dU/dθ = −U′(r) ab sin θ/r.

A repulsion has U′ < 0, so τ is positive and the angle opens. No electronic pi term enters.

Q: Put numbers on it, for the same crowding in both molecules.

A: I chose U = U₀exp[−(r − r₀)/ρ], with U₀ = 5 kJ/mol and ρ = 0.3 Å, and with r₀ the M···C distance at each molecule's own equilibrium angle. This stands for crowding and is not a calculation of a particular bulky group. Since −U′(r₀) = U₀/ρ, the aluminium compound has

r₀² = 1.69² + 1.40² − 2(1.69)(1.40)cos 139.4° = 8.41 Å², r₀ = 2.90 Å,
τ = (5/0.3)(1.69)(1.40)(sin 139.4°)/2.90 ≈ 8.9 kJ/mol per rad,
δ ≈ 8.9/99.9 = 0.089 rad = 5.1°.

Minimizing the sum of the electronic energy and U directly gives a shift of 4.7°, to 144.0°. For boron the same repulsion produces a larger torque, 11.2 kJ/mol per rad, but the stiffness is 507 kJ/mol per rad². The linear estimate is 1.3° and the direct shift 1.2°. The softer molecule opens almost four times as far under the smaller torque.

Q: Why is the aluminium shift smaller than the linear estimate?

A: The repulsion weakens as the angle opens. At 144.0° the M···C distance is 2.94 Å, and the same torque formula, with the exponential factor included, gives about 6.9 kJ/mol per rad. Balance at the new minimum means the electronic slope has risen from zero to this value over 4.7°, or 0.082 rad. The average stiffness on the way is therefore 6.9/0.082 ≈ 84 kJ/mol per rad², below the initial 99.9. The falling torque reduces the shift, the softening of the curve increases it, and the first effect is the larger.

Q: And the pi bond during this opening?

A: In this basis the out-of-plane pi energy of the aluminium compound changes by only 0.2 kJ/mol, out of 31.5, while the angle grows by 4.7°. The change is a small decrease, but its sign should not be trusted. The opening here comes from the added repulsion, not from a stronger pi bond of that kind. The electronic energy spent on the opening is only 0.3 kJ/mol.

Q: With so little energy involved, does one angle even describe the molecule at the temperature of use?

A: Not well. Straightening the Al-O-C unit completely costs 6.5 kJ/mol in this calculation. At 400 K, a rough delivery temperature for a precursor vapour, RT is 3.3 kJ/mol. I averaged the bend classically over the scanned range, with weight sin θ exp[−E(θ)/RT], holding the twist about Al-O fixed. The mean is 140.4° and the standard deviation 10.5°. A harmonic estimate gives the same width:

√(RT/k) = √(3.33/99.9) = 0.183 rad = 10.5°.

That agreement does not make the curve harmonic. Extended from 139.4° to 180°, a displacement of 0.71 rad, the harmonic form would cost ½(99.9)(0.71)² ≈ 25 kJ/mol, nearly four times the computed barrier.

Q: How much of this depends on Hartree-Fock theory and on the bond lengths you chose?

A: Adding electron correlation by second-order perturbation theory on the same rigid geometries gives 180° for sodium, 121.0° for boron and 139.8° for aluminium. The changes are 0.6° or less. Bond length matters more. A first-order estimate for an M-O bond longer by 0.05 Å closes the boron angle by 1.1° and the aluminium angle by 4.5°. Locating the aluminium minimum directly at the longer bond gives about 4°. That is nearly as large as the effect of the model crowding, so a difference of a few degrees between soft alkoxides should not be assigned to any single cause. The pi energies also depend on the basis. With aug-cc-pVDZ on oxygen and cc-pVDZ on carbon and hydrogen they fall to about 64 kJ/mol for boron and 6 kJ/mol for sodium, a ratio still near ten, and the aluminium angle becomes 137°. Full relaxation would bring further changes that I have not sized.

Q: Can I carry these angles over to real precursors?

A: Not as predicted structures. The Al-O length and the temperature suit a terminal alkoxide in the vapour, but two hydrides on aluminium are a simplification, and many real alkoxides are not monomers. Solid sodium methoxide is an extended ionic structure, and aluminium isopropoxide forms a tetramer in its crystal. An oxygen that bridges two metals obeys another constraint. If its three bonds lie in a plane and the two M-O-C angles are equal, then

2θ + φ = 360°,

where φ is the M-O-M angle. For a four-membered M₂O₂ ring with φ near 100°, a rough value, θ is near 130°. Association can thus impose an angle quite different from that of the monomer. Terminal and bridging alkoxides should therefore not be placed on one angle scale.

Q: Is there any situation in which I may still use the angle?

A: Yes, as a comparison under stated conditions. Suppose two terminal alkoxides have the same stiffness and bond lengths, and the in-plane model applies to both. Suppose also that every other torque on the angle is the same, including those from bulk, ionic forces and the out-of-plane pi bond. Then a small difference in angle reflects a difference in P₁sin θ/k₀, and the wider one has the stronger in-plane donation. Even then the angle does not give the size of the out-of-plane pi energy, which in the boron compound is worth 80 kJ/mol.

Where those conditions are in doubt, ask for the missing quantities. A bending curve gives the stiffness. Repeating it without the acceptors gives P and its slope. Changing the alkyl group at a fixed metal shows how sensitive the angle is to the ligand, though such a change can alter the electronic structure as well as the bulk.

Q: So for my compounds at 170° and 140°, I cannot yet say which has the stronger pi bond.

A: Not from the angles. They tell you where the torques balance in each molecule. The sodium methoxide monomer reaches 180° with 7 kJ/mol of pi energy, and the boron compound stays at 122° with 80. The angles alone leave your pair in either order. These calculations cover only main-group monomers. For a transition metal with empty d acceptors in both planes the in-plane torque may be larger, and it has to be computed rather than assumed.
